# First-passage time of a reversed hafnia nucleus and the parabolic-barrier error

## Problem

In one idealized picture of ferroelectric hafnia, a polar layer half a cell wide can reverse its polarization while the neighbouring layers keep theirs. Reversal starts from a small patch of $n$ reversed cells, which gains or loses one cell at a time. The algebra is in atomic units, with $k_BT$ an energy. The patch is taken as a compact square, so its perimeter is $4\sqrt n$ cell edges and its energy is

$$F(n)=4g\sqrt n-fn .$$

Here $g$ is the effective energy per cell edge. The gain per cell is $f=2PEv$, because turning a cell of volume $v$ from $-P$ to $+P$ in a field $E$ lowers its energy by $2PEv$. Write $\phi_n=F(n)/k_BT$. Between $n$ and $n+1$ the patch steps with rates

$$k_n^+=\nu s_n e^{-(\phi_{n+1}-\phi_n)/2},\qquad k_{n+1}^-=\nu s_n e^{(\phi_{n+1}-\phi_n)/2},\qquad s_n=4\sqrt{n+\tfrac12},$$

where $\nu$ is an attempt frequency and $s_n$ is the number of edge sites, taken halfway between the two sizes. There is no state below $n=0$, and a patch that reaches $n=N$ has filled the layer and is removed.

The parabolic-barrier rate replaces $F$ by a parabola at its maximum $n^*$:

$$J_p=\nu s^*Ze^{-\phi^*},\qquad s^*=4\sqrt{n^*},\qquad Z=\sqrt{-\phi''(n^*)/2\pi}.$$

Here $\phi^*=\phi(n^*)$, and $Z$ is the Zeldovich factor. Find the exact mean time $\tau$ from $n=0$ to $n=N$, and the relative error $J_p\tau-1$ of the parabolic rate.

Take $P=50\ \mu\mathrm{C/cm^2}$ inside the layer, $E=2$ MV/cm, $T=300$ K, a cell side of 0.5 nm, a layer width of 0.25 nm, $g=0.10$ eV, $\nu=10^{13}$ Hz and $N=400$. The last value is a layer of 20 by 20 cells, 10 nm on a side.

## A tempting solution

Treat $n$ as a continuous variable $y$. The patch then diffuses with coefficient $D(y)=4\nu\sqrt y$ in the energy $F(y)$, and the flux of a population $p(y)$ is

$$j=-D e^{-\phi}\frac{d}{dy}\left(pe^{\phi}\right).$$

In a steady state $j$ is constant. Divide by $De^{-\phi}$ and integrate from $0$, where $pe^\phi=1$, to $N$, where $p=0$:

$$\frac1j=\int_0^N\frac{e^{\phi(y)}}{4\nu\sqrt y}\,dy .$$

To evaluate this, find the top. From $F'(n)=2g/\sqrt n-f=0$,

$$n^*=\left(\frac{2g}{f}\right)^2,\qquad F^*=4g\,\frac{2g}{f}-f\,\frac{4g^2}{f^2}=\frac{4g^2}{f}=fn^* .$$

Let $w=\sqrt{y/n^*}$. Since $4g=2f\sqrt{n^*}$, the edge term is $4g\sqrt y=2fn^*w=2F^*w$, and the field term is $fy=F^*w^2$. Hence

$$\phi=\phi^*(2w-w^2)=\phi^*\left[1-(w-1)^2\right].$$

With $dy=2n^*w\,dw$ and $\sqrt y=\sqrt{n^*}\,w$, the factor $w$ cancels:

$$\frac1j=\frac{\sqrt{n^*}}{2\nu}e^{\phi^*}\int e^{-\phi^*(w-1)^2}dw\simeq\frac{\sqrt{n^*}}{2\nu}\sqrt{\frac{\pi}{\phi^*}}\,e^{\phi^*}.$$

Compare this with $J_p$. The second derivative is $F''=-gn^{-3/2}$. At the top $n^{*-1/2}=f/2g$, so $F''(n^*)=-f/2n^*$. Because $f/k_BT=\phi^*/n^*$,

$$\phi''(n^*)=-\frac{\phi^*}{2n^{*2}},\qquad Z=\frac{1}{2n^*}\sqrt{\frac{\phi^*}{\pi}},\qquad
\frac{1}{J_p}=\frac{e^{\phi^*}}{4\nu\sqrt{n^*}\,Z}=\frac{\sqrt{n^*}}{2\nu}\sqrt{\frac{\pi}{\phi^*}}\,e^{\phi^*}.$$

The two results agree. Extending the Gaussian beyond the ends $w=0$ and $w=\sqrt{N/n^*}$ costs terms no larger than about $e^{-\phi^*}$, if $N\geq4n^*$. The conclusion seems to be that the parabolic rate has an error of order $e^{-\phi^*}$, which is negligible for any real barrier.

## Where it fails

The integral is right, but it belongs to a different process. In the problem the patch moves by whole cells, so the flux has to be written across one bond of the chain. Let $\pi_n=e^{-\phi_n}$ be the equilibrium weight relative to $n=0$. The two rates obey detailed balance,

$$k_n^+\pi_n=k_{n+1}^-\pi_{n+1}=\nu s_ne^{-(\phi_n+\phi_{n+1})/2}\equiv\frac1{R_n}.$$

The flux from $n$ to $n+1$ is therefore

$$j_n=k_n^+p_n-k_{n+1}^-p_{n+1}=\frac1{R_n}\left(\frac{p_n}{\pi_n}-\frac{p_{n+1}}{\pi_{n+1}}\right),\qquad R_n=\frac{e^{(\phi_n+\phi_{n+1})/2}}{\nu s_n}.$$

This has the form of Ohm's law, with $p_n/\pi_n$ as the potential and $R_n$ as the resistance. The exponent of $R_n$ is the mean of $\phi$ at the two ends of the bond. The diffusion equation puts the value at the midpoint, $\phi(n+\tfrac12)$, in its place. Near a maximum the curve is concave, so the chord lies below the curve and the true resistance is smaller. The tempting solution lost this difference when it made $n$ continuous, and no care in the later integration can restore it.

## The exact time

Let $T_n$ be the mean time to reach $N$ from $n$, with $T_N=0$. After a short time $dt$ the patch has stepped up with probability $k_n^+dt$, stepped down with probability $k_n^-dt$, or stayed. Since $dt$ has been used up,

$$k_n^+(T_{n+1}-T_n)+k_n^-(T_{n-1}-T_n)=-1,\qquad k_0^-=0 .$$

Set $D_n=T_n-T_{n+1}$. The equation becomes $k_n^+D_n=1+k_n^-D_{n-1}$. Multiply by $\pi_n$ and use detailed balance, $k_n^-\pi_n=k_{n-1}^+\pi_{n-1}$:

$$k_n^+\pi_nD_n=\pi_n+k_{n-1}^+\pi_{n-1}D_{n-1}.$$

At $n=0$ the last term is absent. Each step up the chain thus adds one weight, so $k_n^+\pi_nD_n=\sum_{m\le n}\pi_m$. Because $T_N=0$, the sum of all $D_n$ is $T_0=\tau$:

$$\boxed{\tau=\sum_{n=0}^{N-1}R_n\sum_{m=0}^{n}\pi_m}$$

This holds for any energies $F_n$ and any positive $s_n$. No assumption of a high barrier was made.

Exchanging the sums separates two causes of error. Define $R_{\rm tot}=\sum_nR_n$ and $q_m=\sum_{n\ge m}R_n/R_{\rm tot}$. Then

$$\tau=\sum_{m=0}^{N-1}\pi_m\sum_{n=m}^{N-1}R_n=R_{\rm tot}\,Q,\qquad Q=\sum_{m=0}^{N-1}\pi_mq_m .$$

The number $q_m$ is the probability that a patch of size $m$ vanishes before it fills the layer. To see this, note that $q_0=1$, $q_N=0$ and $q_m-q_{m+1}=R_m/R_{\rm tot}$. Detailed balance gives $k_m^+R_m=k_m^-R_{m-1}=1/\pi_m$. Hence $k_m^+(q_{m+1}-q_m)+k_m^-(q_{m-1}-q_m)=0$, which is the equation that such a probability obeys.

The factor $R_{\rm tot}$ describes the barrier. The factor $Q$ counts the weight of small patches that will vanish, together with the time spent by large ones on their way to $N$. When small patches are rare and growth past the top is quick, $Q$ is close to 1.

The inverse time $1/\tau$ also serves as a rate. Behind a high barrier almost every new patch vanishes, and the process then starts afresh from $n=0$. A success after many independent failures has a nearly exponential waiting time. For the numbers of this problem, with the chain cut at $N=100$, numerical diagonalization gives a slowest decay rate whose product with $\tau$ is 1.0000.

## The error of the parabola

With $Q\simeq1$, the error comes from $R_{\rm tot}$. Let $y=n+\tfrac12$. A Taylor expansion to either side of the midpoint removes the odd terms:

$$\frac{\phi(y-\frac12)+\phi(y+\frac12)}2=\phi(y)+\frac{\phi''(y)}8+\dots$$

The sum over bonds can still be replaced by an integral if the top is several cells wide. The parabola makes $e^{\phi}$ a Gaussian of variance $\sigma^2=1/|\phi''(n^*)|=2n^{*2}/\phi^*$. By Poisson summation, the sum of such a Gaussian at unit spacing differs from its integral by a relative amount of about $2e^{-2\pi^2\sigma^2}$. The true integrand is Gaussian in $w$, not in $y$, so the actual difference is much larger than this estimate. For the numbers below, where $\sigma^2\simeq4.4$, direct summation gives $6\times10^{-8}$, which is still negligible. For the narrower tops at 3 and 4 MV/cm it is $-2\times10^{-4}$ and $-0.6\%$.

The second derivative at any size follows from $\phi=\phi^*(2\sqrt{y/n^*}-y/n^*)$:

$$\phi''(y)=-\frac{\phi^*}{2n^{*2}}\,w^{-3}.$$

To first order each bond resistance is thus multiplied by

$$e^{\phi''/8}\simeq1-\frac{\phi^*}{16n^{*2}}\,w^{-3}.$$

The weight in the barrier integral is the Gaussian $e^{-\phi^*(w-1)^2}$. Put $x=w-1$. Then $\langle x\rangle=0$, $\langle x^2\rangle=1/2\phi^*$, and $w^{-3}=1-3x+6x^2-\dots$, so

$$\langle w^{-3}\rangle\simeq1+\frac{3}{\phi^*}.$$

The error is therefore

$$\boxed{J_p\tau-1\simeq-\frac{\phi^*+3}{16\,n^{*2}}}$$

for a high barrier, $\phi^*\gg1$, whose top is broad enough to make the right side small, provided that $Q-1$ is much smaller still. The term 3 improves the result only if $\phi^*$ is well below $10n^*$. Otherwise the omitted second-order term, $\phi^{*2}/512n^{*4}$, is as large. The sign is negative: the chain crosses faster than the parabolic rate predicts, because its finite steps do not feel the full height of the top.

The leading part shows how the error depends on the field. Insert $\phi^*=4g^2/(fk_BT)$ and $n^{*2}=16g^4/f^4$:

$$\frac{\phi^*}{16n^{*2}}=\frac{4g^2}{fk_BT}\,\frac{f^4}{256\,g^4}=\frac{f^3}{64\,g^2k_BT}.$$

At fixed $g$ and $T$ it grows as the cube of the field. A stronger field lowers the barrier, but its main effect here is to shrink the critical patch until one cell is a large step.

The term 3 can be seen in a broad case. For $\phi^*=30$ and $n^*=60$, direct summation of the bond resistances gives $16n^{*2}(1-J_pR_{\rm tot})=33.4$. The law gives 33, whereas the curvature at the top alone would give 30. This tests the barrier factor only. Here $Q-1$ is about $8\times10^{-4}$, which outweighs the small lattice error and makes the full $J_p\tau-1$ slightly positive.

## Numbers for the capacitor

The cell volume is $0.5\times0.5\times0.25=0.0625\ \mathrm{nm^3}$. In SI units the field gain is

$$f=2(0.5)(2\times10^8)(6.25\times10^{-29})\ \mathrm J=0.0780\ \mathrm{eV}.$$

The critical size and barrier are

$$n^*=\left(\frac{0.20}{0.0780}\right)^2=6.57,\qquad F^*=\frac{4(0.10)^2}{0.0780}=0.513\ \mathrm{eV}=19.8\,k_BT,$$

with $k_BT=0.02585$ eV. The Zeldovich factor is $Z=\sqrt{19.83/\pi}/(2\times6.57)=0.191$.

The parabolic formula gives $1/J_p=20.9\ \mu\mathrm s$, and the exact double sum gives $\tau=20.2\ \mu\mathrm s$. The parabolic rate is 3.35% below the exact rate. The law gives

$$-\frac{19.83+3}{16(6.57)^2}=-3.3\% .$$

The other factor does not matter here: $Q-1=4\times10^{-6}$. This is mostly the weight of a single reversed cell, $e^{-(0.400-0.078)/0.02585}$. The mean time spent above the critical size is 0.4 ps in this model. That is too short to be a real growth time, since the edges would outrun sound. A growth time a thousand times longer would still be negligible beside $\tau$.

With all other parameters fixed, the field changes the result as follows.

| $E$ (MV/cm) | $n^*$ | $\phi^*$ | $\tau$ (s) | error (%) | law (%) |
|---|---|---|---|---|---|
| 1 | 26.3 | 39.7 | $1.2\times10^{4}$ | −0.39 | −0.39 |
| 2 | 6.57 | 19.8 | $2.0\times10^{-5}$ | −3.35 | −3.30 |
| 3 | 2.92 | 13.2 | $2.0\times10^{-8}$ | −11.9 | −11.9 |
| 4 | 1.64 | 9.9 | $5.1\times10^{-10}$ | −30.0 | −29.9 |

The agreement in the last two rows is better than the derivation promises. In the last row, the second-order term of $e^{\phi''/8}$ is about $\frac12(\phi^*/16n^{*2})^2=+2.6\%$. The next term of $\langle w^{-3}\rangle$ is $15\langle x^4\rangle=45/4\phi^{*2}$, which contributes $-2.6\%$. These two nearly cancel, but further omitted terms are of similar size. For example, the second-order term should carry the average $\langle w^{-6}\rangle\simeq1+21/2\phi^*$, which about doubles it. The close agreement in these two rows thus relies on a cancellation between omitted terms for the chosen $g$ and $T$. It does not show that the law holds for so narrow a top. A critical patch of fewer than two cells is in any case beyond the meaning of a smooth perimeter.

## A different rate rule

Detailed balance fixes the ratio of the two rates on a bond, but not their size. The Metropolis rule, $k_n^+=\nu s_n\min(1,e^{\phi_n-\phi_{n+1}})$, has the same equilibrium and the same $J_p$. Its resistance is

$$R_n=\frac{e^{\max(\phi_n,\phi_{n+1})}}{\nu s_n}.$$

Below the top each bond takes its upper size, and above the top its lower size. Every state near the top is then counted once, except the highest, which is counted twice. Up to small shifts in $s_n$, the single counting gives $1/J_p$. The extra term is $e^{\phi^*}/\nu s^*$, which is $Z$ times $1/J_p$. The leading error is now

$$J_p\tau-1\simeq+Z .$$

For the capacitor the exact sum gives $+20\%$, against $Z=19\%$. The parabolic rate is now too high. The small error of 3% therefore belongs to the symmetric rule. An error at the level of the Zeldovich factor can come from the microscopic step rule alone.

## What this means for a real film

The parameters are round values chosen with a 10 nm hafnia capacitor in mind, and the times are illustrations, not predictions. The main limit concerns the polarization. A value of $50\ \mu\mathrm{C/cm^2}$ is typical of the average over a whole hafnia cell with its polar axis along the field, and is larger than the rough $20\ \mu\mathrm{C/cm^2}$ remanence of many polycrystalline films. The example uses it as the polarization inside a half-cell layer. In hafnia the polar half of the cell carries nearly all of the dipole, and the other half is a nearly non-polar spacer. Reversing the polar half would then gain about $2f$. With the same $g$, a field of 2 MV/cm would give the values in the 4 MV/cm row of the table, where the critical patch is too small for this model. The edge energy is an assumption and is the least certain input. The field is half of a rough breakdown field of 4 MV/cm, so the last row of the table lies at the limit of use. If the 400 sites of the layer nucleated independently, the first nucleus would appear after $\tau/400=51$ ns. Real films break the assumption of one uniform field and one edge energy. A local field 10% lower lengthens $\tau$ by a factor of 9.6, which far outweighs a 3% error in the rate formula.

Other changes to the model, made one at a time with the remaining parameters fixed, have these effects:

- At 358 K, a warm operating temperature, $\tau$ falls to 0.044 of its value.
- If the two pairs of edges cost energies in the ratio 2:1 with the same mean, the best rectangle has $g=\sqrt{g_1g_2}$. The barrier falls by one ninth, and $\tau$ falls to 0.11 of its value.
- A patch of whole cells has a least perimeter of $2\lceil2\sqrt n\rceil$ edges, not $4\sqrt n$. With this perimeter the barrier is 0.654 eV and $\tau$ is 22 times longer. Such a patch also has many shapes. Summing $e^{-gp/k_BT}$ over all connected shapes of up to 10 cells, where $p$ is the perimeter in edges, gives a highest free energy of 0.574 eV, at $n=7$. This is $2.4\,k_BT$ above the smooth barrier. Used in the chain, these free energies make $\tau$ about 3 times longer: 3.0 if the chain is cut at $n=10$, and 3.1 to 3.4 if it is continued with the smooth energy. Counting shapes up to 12 cells leaves the top at $n=7$ and gives 3.1.
- The two patch edges normal to the polarization carry bound charge. Treat them as strips of charge density $\pm2P$ in a medium of relative permittivity 30. Their energy at $n=6.57$ is then 0.73 eV, out of a total edge energy of 1.03 eV. The effective $g$ can absorb this at one size, but not its growth with size. When that growth is included, with the total matched at $n=6.57$, the critical size becomes 12.2 cells, the barrier 0.565 eV, and $\tau$ 8.6 times longer. This estimate ignores screening by the electrodes or by free charge. The energy also scales as $P^2$. With the doubled polarization of the real polar half it would be about 2.9 eV at the same size, more than the whole edge energy assumed here, so $g=0.10$ eV could then hold only if the charge were screened.

Tunnelling should be secondary. If the barrier frequency equals $\nu$, the crossover temperature $h\nu/2\pi k_B$ (in SI units) is 76 K, well below 300 K. The usual correction for a parabolic barrier would still raise the rate by about 11% at 300 K. That is more than the 3% error studied here, but far less than the effect of the changes above.

In the charged-edge case the parabolic rate, taken at the new top, is in error by only $-1.2\%$, because that top is broader. For both smooth energies tried here, the parabola is thus good to a few per cent under the symmetric rule when the critical patch holds several cells. The predicted switching time is much less certain, because the changes listed above move it by factors from about 3 to more than 20.

Numbers in the example were calculated in double precision.
